# Heat capacity of tunnelling two-level systems in glass and its logarithmic growth, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one two-level system to all systems of one energy

### What dimensions and scaling already fix

Suppose that a glass contains many independent two-level systems, each with an energy asymmetry $\Delta$ and a tunnel splitting $\Delta_0=\hbar\Omega e^{-\lambda}$. Here $\hbar\Omega$ is a fixed energy of the order of the vibrational quantum in one well, and $\lambda$ is a pure number that grows with the height and width of the barrier. Let the number of systems per volume be $P\,d\Delta\,d\lambda$ with constant $P$. The unit of $P$ is then $1/(\mathrm{J\,m^3})$.

A heat capacity per volume has the unit $\mathrm{J/(m^3K)}$. From $P$, Boltzmann's constant $k$ and the temperature $T$, the combination with this unit is $Pk^2T$. It may be multiplied by a function of dimensionless quantities. One of these contains the measuring time $t$. If the systems exchange energy with sound waves at lowest order in the coupling, their rates are a material constant $A$, of unit $1/(\mathrm{J^3\,s})$, times the cube of an energy. The thermal energy sets the scale, so

$$C(T,t)=Pk^2T\,f(\theta),\qquad \theta=A(kT)^3t .$$

This form assumes that no other energy scale matters: no smallest splitting has been reached, $kT$ is far below $\hbar\Omega$, and the levels are much narrower than their separation.

Scaling also fixes the shape of $f$ at long times. The relaxation rate at given energy will turn out to be proportional to $\Delta_0^2=(\hbar\Omega)^2e^{-2\lambda}$. Waiting longer by a factor $b$ therefore lets systems respond whose $\lambda$ is larger by $\tfrac12\ln b$. Because $\lambda$ is uniformly distributed, the number gained depends on $b$ but not on the time already elapsed. Hence $f(b\theta)-f(\theta)$ is proportional to $\ln b$, and

$$C=Pk^2T\,[c_1\ln\theta+c_2].$$

The task is to find $c_1$ and $c_2$. Since $\theta$ contains $T^3$, the same logarithm that describes the growth in time also bends the temperature dependence away from a straight line.

### The simplest case: systems that respond at once

One system has two wells, left and right. In the basis of the two well states, its Hamiltonian is

$$H=\tfrac12(\Delta\,\sigma_z+\Delta_0\,\sigma_x),$$

with Pauli matrices $\sigma_z,\sigma_x$. Since $\sigma_z$ and $\sigma_x$ anticommute and each squares to one, $H^2=\tfrac14(\Delta^2+\Delta_0^2)$. The levels are therefore $\pm E/2$ with

$$E=\sqrt{\Delta^2+\Delta_0^2}.$$

In equilibrium the mean energy is $U=-(E/2)\tanh x$, where $x=E/(2kT)$. As $dx/dT=-x/T$,

$$c=\frac{dU}{dT}=\frac E2\,\frac xT\,\mathrm{sech}^2x=k\,x^2\,\mathrm{sech}^2x ,$$

where $E/2=kTx$ was used. For $x\ll1$ this is $kx^2$: both levels are almost equally filled, and little energy can be stored. For $x\gg1$ it is $4kx^2e^{-2x}$: the upper level is out of thermal reach. The heat capacity comes from systems with $E$ of a few $kT$.

Now let there be $n_0$ systems per volume and energy, independent of $E$, all in equilibrium. With $dE=2kT\,dx$,

$$C=n_0\int_0^\infty c\,dE=2n_0k^2T\int_0^\infty x^2\,\mathrm{sech}^2x\,dx .$$

Integrate by parts with $\tanh x-1$ as the antiderivative of $\mathrm{sech}^2x$. The boundary terms vanish, which leaves

$$\int_0^\infty x^2\,\mathrm{sech}^2x\,dx=2\int_0^\infty x(1-\tanh x)\,dx .$$

The geometric series $1-\tanh x=2\sum_{m\ge1}(-1)^{m-1}e^{-2mx}$ and $\int_0^\infty xe^{-2mx}dx=1/(4m^2)$ give

$$\int_0^\infty x^2\,\mathrm{sech}^2x\,dx=\sum_{m\ge1}\frac{(-1)^{m-1}}{m^2}=\frac{\pi^2}{12}.$$

So $C=(\pi^2/6)\,n_0k^2T$. A flat density of levels gives a linear heat capacity because the width of the thermally active band is proportional to $T$. What remains is to find how many systems in that band have responded by time $t$.

### How a strain drives transitions

A strain $e$ shifts the two wells relative to each other. Let it change $\Delta$ by $2\gamma e$ and leave $\Delta_0$ alone; the latter is an assumption of the model. The added term in $H$ is $\gamma e\,\sigma_z$.

To find what it does between the eigenstates, set $\cos\phi=\Delta/E$ and $\sin\phi=\Delta_0/E$. The upper and lower states are

$$|+\rangle=\begin{pmatrix}\cos(\phi/2)\\ \sin(\phi/2)\end{pmatrix},\qquad |-\rangle=\begin{pmatrix}-\sin(\phi/2)\\ \cos(\phi/2)\end{pmatrix}.$$

Therefore

$$\langle-|\sigma_z|+\rangle=-2\sin\frac\phi2\cos\frac\phi2=-\sin\phi=-\frac{\Delta_0}{E}.$$

The sign drops out of a rate. In the limit $\Delta_0\to0$ each eigenstate sits in one well, the strain moves the levels without mixing them, and no transition follows. For a symmetric system, $\Delta_0=E$ and the matrix element is largest.

### The one-phonon relaxation rate

Take Debye phonons: three acoustic branches $\alpha$, one longitudinal and two transverse, with $\omega=v_\alpha q$, in a solid of volume $V$ and mass density $\rho$. The displacement amplitude of one mode is $\sqrt{\hbar/(2\rho V\omega)}$, and its strain amplitude is $q$ times that. The coupling depends on the orientation of the system relative to the wave. Let $\gamma_\alpha^2$ denote its mean square over directions.

With $n$ the Bose occupation at $\hbar\omega=E$, the golden rule gives the downward rate for one branch,

$$W_\downarrow=\frac{2\pi}{\hbar}\sum_{\mathbf q}\gamma_\alpha^2\frac{\Delta_0^2}{E^2}\,q^2\,\frac{\hbar}{2\rho V\omega}\,(n+1)\,\delta(\hbar\omega-E).$$

The number of modes per unit frequency is $V\omega^2/(2\pi^2v_\alpha^3)$, and the delta function contributes $1/\hbar$ when integrated over $\omega$. With $q=\omega/v_\alpha$,

$$W_\downarrow=\frac{2\pi}{\hbar}\,\gamma_\alpha^2\frac{\Delta_0^2}{E^2}\,\frac{\omega^2}{v_\alpha^2}\,\frac{\hbar}{2\rho V\omega}\,\frac{V\omega^2}{2\pi^2v_\alpha^3}\,\frac{n+1}{\hbar}
=\frac{\gamma_\alpha^2\,\Delta_0^2\,\omega^3}{2\pi\rho\hbar v_\alpha^5E^2}\,(n+1).$$

Putting $\omega=E/\hbar$ and adding the branches gives

$$W_\downarrow=A\,E\,\Delta_0^2\,(n+1),\qquad A=\frac{1}{2\pi\rho\hbar^4}\left(\frac{\gamma_l^2}{v_l^5}+\frac{2\gamma_t^2}{v_t^5}\right).$$

Absorption has $n$ in place of $n+1$, so $W_\uparrow=AE\Delta_0^2\,n$. The occupation $p$ of the upper level obeys

$$\dot p=-W_\downarrow p+W_\uparrow(1-p)=-(W_\downarrow+W_\uparrow)(p-p_{\rm eq}),\qquad p_{\rm eq}=\frac{n}{2n+1}=\frac{1}{e^{E/kT}+1}.$$

The relaxation rate is the sum of the two rates. Since $2n+1=\coth(E/2kT)$,

$$\frac1\tau=A\,E\,\Delta_0^2\,\coth\frac{E}{2kT}.$$

The mode counting can be tested without the continuum density of modes. A system with $\Delta=0.8\times2kT$ and $\Delta_0=0.5\times2kT$, at 0.1 K and with the silica parameters used below, was coupled to the discrete modes of a periodic box. Modes within 5% of the resonant wave number were summed one by one, with the matrix element taken from a numerical diagonalization. The result was 0.9986 times the formula, within the 1% allowed for the finite window and the lattice of wave vectors.

### The response to a held temperature step

At time zero, let the phonon temperature rise from $T$ to $T+\delta T$ and stay there. The energies $E$ do not change; the occupations move towards their new equilibrium. To first order in $\delta T$ the rate may be taken at $T$, so one system absorbs

$$E\,\frac{dp_{\rm eq}}{dT}\,\delta T\,(1-e^{-t/\tau})=c\,\delta T\,(1-e^{-t/\tau}).$$

Here $U=E(p_{\rm eq}-\tfrac12)$ identifies the prefactor as the equilibrium heat capacity $c$. This fixes what $C(T,t)$ means below: the heat absorbed by time $t$, per volume and per kelvin of a small step that is held. A heat pulse is a different experiment and is treated near the end.

### Coordinates in which the distribution is flat

The sign of $\Delta$ affects neither $E$ nor $\tau$. Each pair of signs is therefore counted once, with $\Delta\ge0$. If a density $P'$ is instead quoted over both signs, then $P=2P'$.

As $|d\lambda|=d\Delta_0/\Delta_0$, the density in the plane of $\Delta$ and $\Delta_0$ is $P/\Delta_0$. Use the energy and a second coordinate $z\ge0$:

$$\Delta=E\tanh z,\qquad \Delta_0=E\,\mathrm{sech}\,z .$$

The Jacobian determinant is

$$\frac{\partial\Delta}{\partial E}\frac{\partial\Delta_0}{\partial z}-\frac{\partial\Delta}{\partial z}\frac{\partial\Delta_0}{\partial E}
=-E\,\mathrm{sech}\,z\,(\tanh^2z+\mathrm{sech}^2z)=-E\,\mathrm{sech}\,z .$$

Its magnitude is $\Delta_0$, which cancels the denominator:

$$\frac{P}{\Delta_0}\,d\Delta\,d\Delta_0=P\,dE\,dz .$$

The distribution is flat in $E$ and in $z$. The relaxation time becomes

$$\tau=\tau_m\cosh^2z,\qquad \frac{1}{\tau_m}=A\,E^3\coth\frac{E}{2kT},$$

where $\tau_m$, the time of the symmetric system, is the shortest at that energy. For large $z$, $\tau\approx\tau_me^{2z}/4$, so equal steps of $z$ are equal factors of time. Without a cutoff the number of systems at given $E$ is infinite, and a static heat capacity does not exist. A finite measuring time makes the answer finite.

### Counting the systems that respond at one energy

With $a=t/\tau_m$, the effective density of responding systems is

$$N(E,t)=P\int_0^\infty\left(1-e^{-a\,\mathrm{sech}^2z}\right)dz\equiv\frac P2F(a).$$

Set $w=\mathrm{sech}^2z$. Then $dw=-2w\sqrt{1-w}\,dz$, and

$$F(a)=\int_0^1\frac{1-e^{-aw}}{w\sqrt{1-w}}\,dw .$$

For $a\ll1$ the numerator is $aw$ and $\int_0^1dw/\sqrt{1-w}=2$, so $F\approx2a$. At first the response grows linearly in time.

For $a\gg1$, write $1/\sqrt{1-w}=1+(1/\sqrt{1-w}-1)$. The first part is, with $y=aw$ and an integration by parts,

$$\int_0^a\frac{1-e^{-y}}{y}\,dy=(1-e^{-a})\ln a-\int_0^ae^{-y}\ln y\,dy\;\to\;\ln a+g .$$

Euler's constant enters through $\int_0^\infty e^{-y}\ln y\,dy=-g$, with $g=0.5772$. The terms dropped are exponentially small. In the second part, first omit $e^{-aw}$ and put $r=\sqrt{1-w}$, $dw=-2r\,dr$:

$$\int_0^1\frac1w\left(\frac{1}{\sqrt{1-w}}-1\right)dw=\int_0^1\frac{(1-r)/r}{1-r^2}\,2r\,dr=\int_0^1\frac{2\,dr}{1+r}=2\ln2 .$$

The omitted term matters near $w=0$, where the bracket divided by $w$ tends to $\tfrac12$. It contributes $-\tfrac12\int_0^\infty e^{-aw}dw=-1/(2a)$, up to terms of order $1/a^2$. Together,

$$F(a)=\ln(4a)+g-\frac{1}{2a}+O(a^{-2}).$$

At $a=1000$ the formula gives 8.8708, and direct quadrature gives the same.

A simpler count declares every system with $\tau<t$ fully relaxed and every other one frozen. It stops at $\cosh z=\sqrt a$, so $F$ is replaced by $2\,\mathrm{arcosh}\sqrt a\approx\ln(4a)$. Quadrature at $a=1000$ gives 8.2935 against $\ln4000=8.2940$. The sharp cut has the right slope in $\ln t$, but misses the constant $g$ that the exponential approach to equilibrium supplies.

## Second half: all energies, and a silica chip

### Symbols and results carried over

Two-level systems have asymmetry $\Delta\ge0$, splitting $\Delta_0$ and energy $E=\sqrt{\Delta^2+\Delta_0^2}$. Their density is $P/\Delta_0$ in the plane of $\Delta$ and $\Delta_0$, or $P\,dE\,dz$ with $\Delta_0=E\,\mathrm{sech}\,z$. With $x=E/(2kT)$, one system in equilibrium has heat capacity $kx^2\,\mathrm{sech}^2x$, and $\int_0^\infty x^2\,\mathrm{sech}^2x\,dx=\pi^2/12$. At energy $E$ the fastest relaxation rate is $1/\tau_m=AE^3\coth x$. By time $t$ after a small, held temperature step, the effective density of systems that have responded is $\tfrac12PF(a)$. Here $a=t/\tau_m$ and, for $a\gg1$, $F=\ln(4a)+g-1/(2a)$, with Euler's constant $g$.

### Summing over energies

With $dE=2kT\,dx$ the heat capacity is

$$C(T,t)=\int_0^\infty kx^2\,\mathrm{sech}^2x\;\frac P2F(a)\,dE=Pk^2T\int_0^\infty x^2\,\mathrm{sech}^2x\,F(a)\,dx .$$

Write $\langle\cdot\rangle$ for a mean with the normalized weight $(12/\pi^2)\,x^2\,\mathrm{sech}^2x$. Then

$$C=\frac{\pi^2}{12}Pk^2T\,\langle F(a)\rangle,\qquad a=Rt\,x^3\coth x,\qquad R=A(2kT)^3 .$$

The energy dependence of the rate has been separated from its thermal scale $R$. If $Rt\gg1$, the long-time form of $F$ holds over nearly the whole weight, and

$$\langle F\rangle=\ln(4Rt)+g+K,\qquad K=\langle\ln(x^3\coth x)\rangle=1.258 .$$

The number $K$ comes from quadrature. Collecting the constants into one time gives

$$C(T,t)=\frac{\pi^2}{12}\,Pk^2T\,\ln\frac{t}{\tau_*},\qquad \frac{1}{\tau_*}=4e^{g+K}A(2kT)^3 .$$

This is the form predicted by dimensions and scaling, now with $c_1=\pi^2/12$.

Systems with very small $E$ need care, because for them $a$ is not large. At small $x$, $x^3\coth x\approx x^2$, so the long-time form fails for $x\lesssim(Rt)^{-1/2}$. The weight below that point is of order $(Rt)^{-3/2}$. A larger correction comes from the term $-1/(2a)$:

$$-\frac{1}{2Rt}\left\langle\frac{\tanh x}{x^3}\right\rangle .$$

The mean is finite, since the factor $x^2$ in the weight cancels the $1/x^2$ at small $x$. The logarithmic law therefore lies slightly above the full integral, by an amount of relative order $1/(Rt)$ divided by the logarithm.

The time $\tau_*$ is where the straight line in $\ln t$ would cross zero. It is shorter than the geometric mean of $\tau_m$, taken with the thermal weight, by the factor $4e^g\approx7.1$. The law does not apply at such short times. At times short compared with $1/R$, the typical thermal system is still in the regime $F\approx2a$.

### Growth with time

At fixed temperature,

$$\frac{\partial C}{\partial\ln t}=\frac{\pi^2}{12}Pk^2T\equiv B(T).$$

This agrees with the simplest case of the first half. One unit of $\ln t$ opens half a unit of $\lambda$, because $\tau\propto e^{2\lambda}$. It adds $P/2$ systems per volume and energy, and a flat density $P/2$ contributes $(\pi^2/6)(P/2)k^2T=B$.

After a small, held temperature step, the heat capacity of the two-level systems grows at long times as the logarithm of time, with slope $B(T)$ at fixed temperature. What remains is to explain the nearly linear temperature dependence, find what stops the growth, apply the law to a silica chip and treat a heat pulse.

Numbers in the example were calculated in double precision.
